# Reversals of even-odd stability in quantum-confined metal films: verification in Python

```python
# Result under test: a film of N layers (spacing d) whose energy oscillates with
# thickness period Lambda, where 2d is near 3 Lambda, reverses its favoured
# parity every M = Lambda/|2d - 3 Lambda| layers.
# Model: non-interacting electrons in a neutral slab, k_F = pi/Lambda.
# D = N d is the film thickness, L the distance between the confining walls.
# S(N) = E(N+1) + E(N-1) - 2E(N); a positive S means a stable thickness.
# Internal units are atomic units; printed units are nm and eV.
from fractions import Fraction
from itertools import product
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants as pc

pi = np.pi
bohr_nm = pc['Bohr radius'][0] * 1e9
hartree_eV = pc['Hartree energy in eV'][0]
kB_eV = pc['Boltzmann constant in eV/K'][0]

d_nm, period_nm = 0.286, 0.198
work_function_eV = 4.0
d = d_nm / bohr_nm
period = period_nm / bohr_nm
kF = pi / period
EF = kF**2 / 2
W = work_function_eV / hartree_eV


def reversal_interval(spacing, osc_period):
    return osc_period / abs(2 * spacing - 3 * osc_period)


def wall_geometry(k_fermi, barrier):
    """Return wall-to-wall excess L-D and the total oscillation phase chi."""
    density = k_fermi**3 / (3 * pi**2)
    missing = k_fermi**2 / (4 * pi)
    phase = 0.0
    if barrier is not None:
        kappa = np.sqrt(k_fermi**2 + 2 * barrier)
        gain = quad(lambda k: (k_fermi**2 - k**2) / (2 * pi**2)
                    * 2 / np.sqrt(kappa**2 - k**2), 0, k_fermi)[0]
        missing -= gain
        phase = 2 * np.arcsin(k_fermi / kappa)
    excess = missing / density
    return excess, 2 * k_fermi * excess + 2 * phase


def film_energy(layers, spacing, k_fermi, barrier=None):
    """Energy per area from filling subbands at fixed electron number."""
    thickness = layers * spacing
    L = thickness + wall_geometry(k_fermi, barrier)[0]
    electrons = k_fermi**3 / (3 * pi**2) * thickness
    if barrier is None:
        j = np.arange(1, int(k_fermi * L / pi) + 6)
        k = pi * j / L
    else:
        kappa = np.sqrt(k_fermi**2 + 2 * barrier)
        top = (k_fermi * L + 2 * np.arcsin(k_fermi / kappa)) / pi
        j = np.arange(1, int(top) + 3)
        low, high = np.zeros(len(j)), np.full(len(j), kappa)
        for _ in range(60):
            mid = (low + high) / 2
            below = mid * L + 2 * np.arcsin(mid / kappa) < pi * j
            low = np.where(below, mid, low)
            high = np.where(below, high, mid)
        k = (low + high) / 2
    level = k**2 / 2
    trial_mu = (pi * electrons + np.cumsum(level)) / np.arange(1, len(j) + 1)
    occupied = int(np.sum(trial_mu > level))
    mu = trial_mu[occupied - 1]
    return np.sum(mu**2 - level[:occupied]**2) / (2 * pi)


def second_differences(first, last, spacing, k_fermi, barrier=None):
    layers = np.arange(first - 1, last + 2)
    E = np.array([film_energy(n, spacing, k_fermi, barrier) for n in layers])
    return layers[1:-1], E[2:] + E[:-2] - 2 * E[1:-1]


def parity_nodes(spacing, k_fermi, barrier=None):
    """Zeros of the even-odd amplitude between 8 and 60 layers."""
    n, S = second_differences(8, 60, spacing, k_fermi, barrier)
    staggered = (-1.0)**n * S
    # averaging neighbours removes the part of S that does not alternate
    amplitude = (staggered[1:] + staggered[:-1]) / 2
    x = n[:-1] + 0.5
    i = np.where(amplitude[1:] * amplitude[:-1] < 0)[0]
    return x[i] + amplitude[i] / (amplitude[i] - amplitude[i + 1])


def grand_potential(mu, L):
    mu = np.atleast_1d(mu)
    j = np.arange(1, int(np.sqrt(2 * mu.max()) * L / pi) + 2)
    level = (pi * j / L)**2 / 2
    return -np.sum(np.clip(mu[:, None] - level, 0, None)**2, axis=1) / (2 * pi)


def smooth_potential(mu, L):
    k = np.sqrt(2 * np.atleast_1d(mu))
    return -L * k**5 / (15 * pi**2) + k**4 / (16 * pi)


# Poisson-summed oscillation against the direct subband sum
s = np.arange(1, 4001)
for L in (13.7, 41.3, 107.9):
    a = 2 * s * kF * L
    series = np.sum(kF**2 * np.sin(a) / (4 * pi**2 * s**3 * L**2)
                    + 3 * kF * np.cos(a) / (8 * pi**2 * s**4 * L**3)
                    - 3 * np.sin(a) / (16 * pi**2 * s**5 * L**4))
    direct = (grand_potential(EF, L) - smooth_potential(EF, L))[0]
    assert abs(series - direct) < 1e-5 * kF**2 / (4 * pi**2 * L**2)

# Fixed electron number differs from fixed chemical potential by order 1/L^3
excess, chi_hard = wall_geometry(kF, None)
assert abs(excess - 3 * pi / (4 * kF)) < 1e-12
for n in range(10, 61):
    L = n * d + excess
    electrons = kF**3 / (3 * pi**2) * n * d
    gap = film_energy(n, d, kF) - EF * electrons - grand_potential(EF, L)[0]
    assert -1e-12 < gap < 4 * kF / (8 * pi**2 * L**3)

# Node spacing from filled subbands against the beat formula
M = reversal_interval(d, period)
nodes_hard = parity_nodes(d, kF)
mean_hard = np.mean(np.diff(nodes_hard))
assert len(nodes_hard) >= 5 and abs(mean_hard - M) < 0.1

# Finite walls move the nodes to the predicted place, with the same spacing
excess_soft, chi_soft = wall_geometry(kF, W)
nodes_soft = parity_nodes(d, kF, W)
mean_soft = np.mean(np.diff(nodes_soft))
assert len(nodes_soft) >= 5 and abs(mean_soft - M) < 0.15
for nodes, chi in ((nodes_hard, chi_hard), (nodes_soft, chi_soft)):
    offset = (nodes[-1] - M * chi / pi + M / 2) % M - M / 2
    assert abs(offset) < 0.25
node_shift = M * (chi_soft - chi_hard) / pi

# Expanded spacing at fixed areal electron density: a non-integer interval
stretch = 1.01
M_strained = reversal_interval(d * stretch, period * stretch**(1 / 3))
nodes_strained = parity_nodes(d * stretch, kF * stretch**(-1 / 3))
mean_strained = np.mean(np.diff(nodes_strained))
assert len(nodes_strained) >= 4 and abs(mean_strained - M_strained) < 0.2

# Amplitude of S at the antinodes, and reversal of parity after nine layers
theta = 2 * pi * d / period
layer, S = second_differences(10, 45, d, kF)
S_of = dict(zip(layer.tolist(), S))
S_formula = {}
for n in (18, 27, 36):
    L = n * d + excess
    S_formula[n] = (2 * (1 - np.cos(theta)) * kF**2 * np.cos(theta * n)
                    / (4 * pi**2 * L**2))
    assert abs(S_of[n] / S_formula[n] - 1) < 0.10
favours_even = {n: (-1)**n * S_of[n] > 0 for n in S_of}
assert all(favours_even[n] != favours_even[n + 9] for n in range(10, 37))

# Thermal damping: direct thermal average against X/sinh(X)
L20 = 20 * d + excess
x = np.linspace(-30, 30, 1201)
weight = (x[1] - x[0]) / (4 * np.cosh(x / 2)**2)
damping = {}
for T in (200, 300):
    kT = kB_eV * T / hartree_eV
    warm = cold = 0.0
    for L in L20 + period * (np.arange(40) / 40 - 0.5):
        mu = EF + kT * x
        osc = grand_potential(mu, L) - smooth_potential(mu, L)
        osc0 = (grand_potential(EF, L) - smooth_potential(EF, L))[0]
        projector = L**2 * np.sin(2 * kF * L)
        warm += projector * np.sum(weight * osc)
        cold += projector * osc0
    X = 2 * pi * kT * L20 / kF
    damping[T] = X / np.sinh(X)
    assert abs(warm / cold - damping[T]) < 0.01

# Range of the interval allowed by rounding of the two input lengths
half_digit = 0.0005
rounded = [reversal_interval(d_nm + a, period_nm + b)
           for a, b in product((-half_digit, half_digit), repeat=2)]

ratio = Fraction(round(1000 * d_nm), round(1000 * period_nm))
lattice_nm = np.sqrt(3) * d_nm
cell_nm2 = np.sqrt(3) / 4 * lattice_nm**2
cell = cell_nm2 / bohr_nm**2
electrons_per_atom = kF**3 / (3 * pi**2) * cell * d
assert abs(electrons_per_atom - 4) < 0.3

print(f"layer spacing d = {d_nm:.3f} nm")
print(f"oscillation period Lambda = {period_nm:.3f} nm")
print(f"d/Lambda = {d_nm / period_nm:.4f} = {ratio}")
print(f"2d = {2 * d_nm:.3f} nm")
print(f"3 Lambda = {3 * period_nm:.3f} nm")
print(f"mismatch |2d - 3 Lambda| = {abs(2*d_nm - 3*period_nm):.3f} nm")
print(f"reversal interval M = {M:.2f} layers")
print(f"reversal length M d = {M*d_nm:.3f} nm = {10*M*d_nm:.2f} angstrom")
print(f"Fermi wave number = {kF / bohr_nm:.2f} 1/nm")
print(f"Fermi energy = {EF * hartree_eV:.2f} eV")
print(f"fcc lattice constant = {lattice_nm:.4f} nm")
print(f"surface cell area = {cell_nm2:.4f} nm^2")
print(f"electrons per atom = {electrons_per_atom:.2f}")
print(f"hard-wall excess L - D = {excess * bohr_nm:.4f} nm")
print(f"second-difference factor 2(1-cos theta) = {2*(1-np.cos(theta)):.3f}")
print("S(N) per surface cell, hard walls, and favoured parity:")
for n in range(10, 28):
    parity = "even" if favours_even[n] else "odd"
    print(f"N = {n}: S = {S_of[n]*cell*hartree_eV:+.5f} eV, {parity}")
print(f"leading formula S(18) = {S_formula[18]*cell*hartree_eV:+.5f} eV")
print(f"leading formula S(27) = {S_formula[27]*cell*hartree_eV:+.5f} eV")
print("hard-wall nodes (layers):", *[f"{v:.2f}" for v in nodes_hard[:4]])
print(f"hard-wall mean node spacing = {mean_hard:.2f} layers")
print(f"rough work function = {work_function_eV:.1f} eV")
print(f"phase chi, hard walls = {chi_hard:.3f} rad")
print(f"phase chi, finite walls = {chi_soft:.3f} rad")
print("finite-wall nodes (layers):", *[f"{v:.2f}" for v in nodes_soft[:4]])
print(f"finite-wall mean node spacing = {mean_soft:.2f} layers")
print(f"predicted node shift by finite walls = {node_shift:.2f} layers")
print(f"node shift per radian of phase = {M / pi:.2f} layers")
print(f"M from input rounding: {min(rounded):.2f} to {max(rounded):.2f} layers")
print(f"M at {100*(stretch-1):.0f}% larger spacing = {M_strained:.2f} layers")
print(f"same from filled subbands = {mean_strained:.2f} layers")
for T in damping:
    print(f"thermal factor, N = 20, {T} K = {damping[T]:.3f}")
print("finished without a failed check")
```

It prints:

```
layer spacing d = 0.286 nm
oscillation period Lambda = 0.198 nm
d/Lambda = 1.4444 = 13/9
2d = 0.572 nm
3 Lambda = 0.594 nm
mismatch |2d - 3 Lambda| = 0.022 nm
reversal interval M = 9.00 layers
reversal length M d = 2.574 nm = 25.74 angstrom
Fermi wave number = 15.87 1/nm
Fermi energy = 9.59 eV
fcc lattice constant = 0.4954 nm
surface cell area = 0.1063 nm^2
electrons per atom = 4.10
hard-wall excess L - D = 0.1485 nm
second-difference factor 2(1-cos theta) = 3.879
S(N) per surface cell, hard walls, and favoured parity:
N = 10: S = -0.02136 eV, odd
N = 11: S = +0.01490 eV, odd
N = 12: S = -0.00932 eV, odd
N = 13: S = +0.00321 eV, odd
N = 14: S = +0.00185 eV, even
N = 15: S = -0.00483 eV, even
N = 16: S = +0.00687 eV, even
N = 17: S = -0.00730 eV, even
N = 18: S = +0.00696 eV, even
N = 19: S = -0.00608 eV, even
N = 20: S = +0.00458 eV, even
N = 21: S = -0.00304 eV, even
N = 22: S = +0.00103 eV, even
N = 23: S = +0.00079 eV, odd
N = 24: S = -0.00199 eV, odd
N = 25: S = +0.00291 eV, odd
N = 26: S = -0.00319 eV, odd
N = 27: S = +0.00315 eV, odd
leading formula S(18) = +0.00714 eV
leading formula S(27) = +0.00323 eV
hard-wall nodes (layers): 13.67 22.58 31.54 40.52
hard-wall mean node spacing = 8.97 layers
rough work function = 4.0 eV
phase chi, hard walls = 4.712 rad
phase chi, finite walls = 5.020 rad
finite-wall nodes (layers): 14.60 23.53 32.50 41.48
finite-wall mean node spacing = 8.97 layers
predicted node shift by finite walls = 0.88 layers
node shift per radian of phase = 2.86 layers
M from input rounding: 8.10 to 10.13 layers
M at 1% larger spacing = 10.88 layers
same from filled subbands = 10.84 layers
thermal factor, N = 20, 200 K = 0.955
thermal factor, N = 20, 300 K = 0.903
finished without a failed check
```
